# Spin populations in the two radical ions of an alternant hydrocarbon

## Pairing of many-electron states

**Q:** Before you go on, which results and symbols are you carrying over?

**A:** There are $n$ sites with signs $s_i=\pm1$ for the starred and unstarred sets, and $\Sigma$ is the diagonal matrix of these signs. The real hoppings $t_{ij}=t_{ji}$ connect opposite sets. A site has core energy $\omega_i$ and repulsion $U_i$, and two sites repel with $\gamma_{ij}$. The sum $\mu=\omega_i+U_i/2$ is common to all sites. The spin population is $\rho_i=\langle n_{i\uparrow}-n_{i\downarrow}\rangle$ at $M=+S$. In Hückel theory, and for frozen orbitals of a neutral self-consistent field that keeps the pairing (one electron on each site and no bond order within a set), $\rho_i$ is the same in both ions of a closed-shell molecule with even $n$ and nondegenerate HOMO and LUMO, because these two orbitals then differ only by the signs $s_i$.

The site terms of the PPP Hamiltonian can be put into a more symmetric form. Expanding the product shows that

$$U_in_{i\uparrow}n_{i\downarrow}=U_i(n_{i\uparrow}-\tfrac12)(n_{i\downarrow}-\tfrac12)+\tfrac12U_in_i-\tfrac14U_i .$$

Adding $\omega_in_i$ produces $\mu n_i$. With $N=\sum_in_i$ and the constant $C=-\sum_iU_i/4$,

$$\begin{aligned}H={}&\sum_{i\ne j,\sigma}t_{ij}c^\dagger_{i\sigma}c_{j\sigma}+\sum_iU_i(n_{i\uparrow}-\tfrac12)(n_{i\downarrow}-\tfrac12)\\&+\sum_{i<j}\gamma_{ij}(n_i-1)(n_j-1)+\mu N+C .\end{aligned}$$

**Q:** What takes the place of changing the sign of an orbital on one set?

**A:** An exchange of electrons and holes, combined with that sign. Define new creation operators

$$d^\dagger_{i\uparrow}=s_ic_{i\downarrow},\qquad d^\dagger_{i\downarrow}=-s_ic_{i\uparrow}.$$

Creating a new particle of spin up means removing an electron of spin down, which also raises the total $M$ by one half. The minus sign in the second definition will be needed for the transverse spin components.

The new operators obey the rules for fermions. For example,

$$d_{i\uparrow}d^\dagger_{j\uparrow}+d^\dagger_{j\uparrow}d_{i\uparrow}=s_is_j(c^\dagger_{i\downarrow}c_{j\downarrow}+c_{j\downarrow}c^\dagger_{i\downarrow})=\delta_{ij}.$$

The spin-down case is the same, since its two minus signs cancel. Operators of different spin, and two creation operators, anticommute because the original ones do. The completely filled state contains none of the new particles: $d_{i\uparrow}=s_ic^\dagger_{i\downarrow}$ would add an electron to a full orbital, and likewise for $d_{i\downarrow}$.

Let $W$ take the empty state to the full state, and each product of $c^\dagger$ on the empty state to the same product of $d^\dagger$ on the full state. This carries one orthonormal basis into another, so $W$ is unitary, and

$$Wc^\dagger_{i\sigma}W^{-1}=d^\dagger_{i\sigma},\qquad Wc_{i\sigma}W^{-1}=d_{i\sigma}.$$

**Q:** The hopping worries me. Exchanging creation and annihilation operators should reverse its sign.

**A:** It does, and the signs $s_i$ reverse it back. For $i\ne j$ and spin up,

$$Wc^\dagger_{i\uparrow}c_{j\uparrow}W^{-1}=s_is_jc_{i\downarrow}c^\dagger_{j\downarrow}=-s_is_jc^\dagger_{j\downarrow}c_{i\downarrow}.$$

For spin down the factors $-s_i$ and $-s_j$ give the same result with the spins exchanged. Hopping connects opposite sets, where $-s_is_j=+1$. Each term thus becomes the reverse hop with the other spin. The sum contains both directions and both spins with the same $t_{ij}$, so the total is unchanged.

**Q:** And the repulsion?

**A:** The occupation numbers transform as

$$Wn_{i\uparrow}W^{-1}=c_{i\downarrow}c^\dagger_{i\downarrow}=1-n_{i\downarrow},\qquad Wn_{i\downarrow}W^{-1}=1-n_{i\uparrow}.$$

Therefore $n_{i\uparrow}-\tfrac12$ becomes $-(n_{i\downarrow}-\tfrac12)$, and $n_i-1$ becomes $-(n_i-1)$. Both occur in products of two, so both repulsion terms are unchanged. What changes is $N$, which becomes $2n-N$. The change in $\mu N$ is $\mu(2n-2N)$, so

$$WHW^{-1}=H+2\mu(n-N).$$

Let $\Psi$ be a cation state with $n-1$ electrons and energy $E$. The state $W\Psi$ has $2n-(n-1)=n+1$ electrons and is an anion state. Applying $W$ to $H\Psi=E\Psi$ gives

$$E\,W\Psi=[H+2\mu(n-N)]W\Psi=(H-2\mu)W\Psi,$$

and hence $H\,W\Psi=(E+2\mu)W\Psi$. All cation energies are shifted by the same amount. Since $W$ is invertible, every anion state is obtained in this way, and the cation ground state goes to the anion ground state.

**Q:** You replaced up by down along the way. Might the anion have the same spin distribution with the opposite sign?

**A:** Two reversals cancel, one from exchanging the spin labels and one from exchanging electrons and holes:

$$W(n_{i\uparrow}-n_{i\downarrow})W^{-1}=(1-n_{i\downarrow})-(1-n_{i\uparrow})=n_{i\uparrow}-n_{i\downarrow}.$$

The local spin-raising operator is also unchanged, thanks to the minus sign in the definition:

$$Wc^\dagger_{i\uparrow}c_{i\downarrow}W^{-1}=(s_ic_{i\downarrow})(-s_ic^\dagger_{i\uparrow})=c^\dagger_{i\uparrow}c_{i\downarrow}.$$

The last step uses $s_i^2=1$ and one anticommutation. The lowering operator is the adjoint. All local spin components thus commute with $W$, and $W\Psi$ has the same $S$ and $M$ as $\Psi$. If the ground state is unique apart from the direction of its spin, then

$$\rho_i^{\rm anion}=\langle W\Psi|n_{i\uparrow}-n_{i\downarrow}|W\Psi\rangle=\langle\Psi|n_{i\uparrow}-n_{i\downarrow}|\Psi\rangle=\rho_i^{\rm cation}.$$

This proves the equality for the exact eigenstates of the PPP model, with electron correlation and spin polarization included. "Exact" refers to the model and not to a real molecule.

**Q:** Something must distinguish the two ions. What about their charges?

**A:** The net charge $q_i=1-\langle n_i\rangle$ changes sign, because $n_i-1$ does. Spin and charge also need not be distributed alike within one ion. For the bond order $p_{ij}=\sum_\sigma\langle c^\dagger_{i\sigma}c_{j\sigma}\rangle$ in a real state, the transformed hopping operator gives

$$p_{ij}^{\rm anion}=-s_is_j\,p_{ij}^{\rm cation}\qquad(i\ne j).$$

Orders between opposite sets are equal, and those within a set are reversed. The energies are related too. With ionization energy $I=E_{\rm cation}-E_{\rm neutral}$ and electron affinity $A=E_{\rm neutral}-E_{\rm anion}$, the neutral energy cancels in the sum:

$$I+A=E_{\rm cation}-E_{\rm anion}=-2\mu .$$

**Q:** I would like to see this in the six-site model.

**A:** The parameters are those used before: $t_0=-0.090$, $U=0.400$ and $\mu=-0.210$ hartree, with Ohno repulsion $\gamma_{ij}=(r_{ij}^2+U^{-2})^{-1/2}$ in atomic units. The bonds are 1–2, 1–3, 1–4, 2–5 and 3–6, each 2.65 bohr long and carrying the hopping $t_0$, and sites 1, 5 and 6 are starred. In units of the bond length, sites 1 to 6 lie in a plane at $(0,0)$, $(-\tfrac{\sqrt3}{2},-\tfrac12)$, $(\tfrac{\sqrt3}{2},-\tfrac12)$, $(0,1)$, $(-\sqrt3,0)$ and $(\tfrac{\sqrt3}{2},-\tfrac32)$. At $M=1/2$ the cation has three up and two down electrons. They can be placed in $20\times15=300$ ways. The anion has four up and three down electrons, which again gives $15\times20=300$ ways. Diagonalizing the Hamiltonian in each complete set (full configuration interaction, full CI) yields

- cation: $-2.5325$ hartree
- neutral: $-2.9087$ hartree
- anion: $-2.9525$ hartree

Thus $I=0.3761$ and $A=0.0439$ hartree. Their sum is 0.4200 hartree, or 11.43 eV, equal to $-2\mu$. The next cation state at $M=1/2$ is 0.052 hartree higher, so the ground state is unique there.

The full CI spin populations on sites 1 to 6 are

$$0.052,\ 0.004,\ 0.024,\ 0.551,\ 0.172,\ 0.197$$

in both ions. Site 4 carries 0.551, compared with 0.394 in Hückel theory, which has no repulsion, and 0.373 for frozen orbitals of the neutral self-consistent field. Repulsion does redistribute the spin, as you expected, but it does so identically in the two ions.

The net charges of the cation, in units of the elementary charge, are

$$0.152,\ -0.014,\ 0.008,\ 0.305,\ 0.263,\ 0.287,$$

and those of the anion have the opposite signs. Site 2 is slightly negative in the cation. The bond order 1–4 is 0.565 in both ions, whereas the order between sites 2 and 3, which are both unstarred, is $-0.075$ in the cation and $+0.075$ in the anion.

**Q:** Full diagonalization is limited to small systems. Does the equality survive in unrestricted Hartree–Fock, where each ion has its own orbitals?

**A:** Yes, for matched solutions. A determinant is a product of operators $\sum_iu_ic^\dagger_{i\sigma}$ acting on the empty state, with real orthonormal orbitals $u$. For spin up, $W$ turns such an operator into $\sum_is_iu_ic_{i\downarrow}$, which removes a down electron from the orbital $\Sigma u$. For spin down it removes an up electron, apart from a sign. Removing orthonormal orbitals from the full state leaves a determinant of the orbitals orthogonal to them. Hence $W$ maps the determinants of the cation onto those of the anion, and it can be inverted.

The transformation of $H$ can be read in the other direction. Multiplying $WHW^{-1}=H+2\mu(n-N)$ by $W^{-1}$ from the left and $W$ from the right, and using $W^{-1}NW=2n-N$, gives

$$H=W^{-1}HW+2\mu(N-n).$$

For a cation determinant $\Phi$, where $N-n=-1$, this means

$$\langle W\Phi|H|W\Phi\rangle=\langle\Phi|H|\Phi\rangle+2\mu .$$

The shift is the same for all determinants, so an energy minimum goes to an energy minimum, and the lowest to the lowest. The density matrix of the anion solution follows from the orbitals that were removed:

$$D'^{\,\sigma}=1-\Sigma D^{-\sigma}\Sigma .$$

On the diagonal, $D'^\uparrow_{ii}-D'^\downarrow_{ii}=(1-D^\downarrow_{ii})-(1-D^\uparrow_{ii})=\rho_i$. If a calculation ends in different local minima for the two ions, this relation does not apply to that pair.

**Q:** Are the unrestricted populations any good in your example?

**A:** They agree between the ions, but that does not make them accurate. I iterated each ion separately from 20 random starting fields and kept the lowest solution. The populations, together with the full CI values, are

| Site | UHF, both ions | Full CI, both ions |
|---|---:|---:|
| 1 | 0.028 | 0.052 |
| 2 | −0.043 | 0.004 |
| 3 | −0.021 | 0.024 |
| 4 | 0.587 | 0.551 |
| 5 | 0.202 | 0.172 |
| 6 | 0.247 | 0.197 |

Unrestricted Hartree–Fock (UHF) gives negative populations on sites 2 and 3, where full CI gives small positive ones. Its $\langle S^2\rangle$ is 0.792 for both ions, whereas a pure doublet has $\tfrac12\cdot\tfrac32=0.750$, so states of higher spin are mixed in. Since $W$ commutes with the spin, this contamination is also the same in both ions. An agreement between cation and anion therefore does not reveal an error that respects the pairing.

**Q:** Real molecules are not perfectly alternant. How quickly does the equality fail?

**A:** Consider first a weak hopping $t'$ within the sets. Now $-s_is_j=-1$, so $W$ turns $t'$ into $-t'$. The anion with $t'$ has the populations that the cation would have with $-t'$. The two ions therefore respond to $t'$ with opposite signs to first order, provided the ground state is nondegenerate. In the six-site model I added $t'=-0.010$ hartree between all pairs of sites that share a neighbour. By full CI, the largest difference between the ions at any site is then 0.045.

Unequal site energies act in a similar way. An extra term $\Delta_in_i$ becomes $\Delta_i(2-n_i)$, which is $-\Delta_in_i$ plus a constant. A site that attracts electrons in one ion corresponds to a repelling site in the other. Lowering $\omega_4$ by 0.050 hartree, with $t'=0$, produces a largest difference of 0.279 in the population. A heteroatom or a polar substituent generally brings in such a term, often together with changes in $U_i$ and the hoppings, so the equality cannot be assumed for substituted systems.

**Q:** You keep requiring a unique ground state. Is that more than a formality?

**A:** It matters in a six-membered ring with equal hoppings. In Hückel theory the HOMO level contains two orbitals. One has coefficients proportional to $\cos(\pi j/3)$ with $j=0,\dots,5$, where $j=0$ is site 1. The sum of the squares is 3, so its population on site 1 is $1/3$. The other, proportional to $\sin(\pi j/3)$, vanishes there. The LUMO level contains their partners, with the same squares.

Raise the energy of site 1 by a small $\delta>0$. To first order, an orbital moves up by $\delta$ times its population on that site. In the HOMO pair, the orbital with population $1/3$ moves above the other and supplies the electron that the cation loses. In the LUMO pair, the orbital with a node on site 1 stays lower and receives the electron of the anion. These orbitals are not partners. For $\delta=0.0001$ hartree, numerical diagonalization gives a spin population on site 1 of 0.333 in the cation and 0.000 in the anion. An arbitrarily weak perturbation can thus have a finite effect.

Without the perturbation, the theorem still equates matched states. It also equates equal-weight averages over the degenerate states, because $W$ maps the whole degenerate space of one ion onto that of the other.

**Q:** The ions also relax to different geometries. Does that spoil the comparison?

**A:** The proof uses the same $t_{ij}$, $U_i$ and $\gamma_{ij}$ for both ions, hence the same geometry. It holds at each planar geometry at which the model keeps its form, with $E_{\rm anion}=E_{\rm cation}+2\mu$. Suppose that $\mu$ does not depend on the geometry and that the sigma electrons contribute the same energy in both ions. The two energy surfaces then differ by a constant and have the same minima, so the relaxed ions can be compared too. If either assumption fails, each ion may have its own parameters, and the theorem no longer connects them.

**Q:** Then should the two EPR spectra show the same proton splittings?

**A:** That needs an additional assumption. For a proton attached to site $i$, a simple estimate of the hyperfine coupling is $a_i=Q\rho_i$, where $Q$ describes how pi spin on the carbon polarizes the C–H bond. If $Q$ is the same in both ions, equal populations give equal couplings. If $Q$ has a part that is odd in the net charge of the site, for example a term linear in $q_i$, the couplings differ on charged sites that carry spin even when the pi populations agree, because the net charges of the two ions are opposite. A dependence that is even in the charge leaves the couplings equal. The theorem concerns the populations and leaves $Q$ undetermined.
